# Safeguarded Newton iteration for a monomer-dimer-trimer-tetramer gas equilibrium

## What the choice of standard pressure fixes

A precursor vapour contains a monomer A and its oligomers $A_2$, $A_3$, $A_4$. The vessel is closed, its volume and temperature $T$ are fixed, the gas is ideal and no condensed phase is present. The concentration $c>0$ of monomer units, free or bound, is known, and the monomer pressure $p_1$ is wanted.

With a standard pressure $p^\circ$, define

$$x=\frac{p_1}{p^\circ},\qquad b=\frac{cRT}{p^\circ},\qquad K_n=\frac{p_n/p^\circ}{(p_1/p^\circ)^n},\qquad K_1=1 .$$

The product $cRT$ is the pressure the vessel would have if every oligomer were split into monomers. The value of $p^\circ$ is a convention, so no physical pressure may depend on it. If $p^\circ$ is replaced by $sp^\circ$, the physical ratio $p_n/p_1^n=K_n(p^\circ)^{1-n}$ must stay the same. Therefore

$$x\to x/s,\qquad b\to b/s,\qquad K_n\to s^{\,n-1}K_n .$$

The combination $b/K_n$ acquires the factor $s^{-1}s^{1-n}=s^{-n}$, and its $n$th root acquires $s^{-1}$, which the new standard pressure cancels. Hence the four pressures

$$P_n=p^\circ\left(\frac{b}{nK_n}\right)^{1/n}$$

do not depend on the convention. The factor $n$ is included because $P_n$ then has a simple meaning: it is the monomer pressure at which $A_n$ alone would hold all the monomer units. Let $P_U$ be the smallest of the four. The answer must have the form

$$p_1=P_U\,\Phi(t_1,t_2,t_3,t_4),\qquad t_n=\left(\frac{P_U}{P_n}\right)^n\le 1,$$

with at least one $t_n$ equal to 1. The symmetry leaves $\Phi$ unknown, and it would allow any of the four $P_n$ as the unit of pressure. The choice of the smallest is justified below: it bounds the root from above and gives Newton's method a good start.

## The equation to be solved

At fixed $T$ and $V$ equilibrium minimizes the Helmholtz energy, whose differential is $dA=\sum_n\mu_n\,dN_n$, with $N_n$ the amount of $A_n$. The constraint is $\sum_n nN_n=cV$. With a Lagrange multiplier $\lambda$, stationarity requires $\mu_n=n\lambda$. The case $n=1$ gives $\lambda=\mu_1$, so $\mu_n=n\mu_1$. For an ideal gas $\mu_n=\mu_n^\circ+RT\ln(p_n/p^\circ)$, and therefore

$$\ln\frac{p_n}{p^\circ}-n\ln\frac{p_1}{p^\circ}=-\frac{\mu_n^\circ-n\mu_1^\circ}{RT}=-\frac{\Delta H_n}{RT}+\frac{\Delta S_n}{R}=\ln K_n .$$

Here $\Delta H_n$ and $\Delta S_n$ belong to the reaction $nA\to A_n$ and are taken as independent of temperature. Thus $p_n=p^\circ K_nx^n$. Since $N_n=p_nV/(RT)$, the constraint becomes $\sum_n np_n=cRT$, or

$$F(x)=S(x)-b=0,\qquad S(x)=\sum_{n=1}^4 nK_nx^n .$$

**One positive root.** All $K_n$ are non-negative and $K_1=1$. For $x\ge0$,

$$F'(x)=\sum_n n^2K_nx^{n-1}=1+4K_2x+9K_3x^2+16K_4x^3\ge1 ,$$

so $F$ increases strictly and can vanish at most once. It does vanish, because $F$ is continuous, $F(0)=-b<0$, and $F(b)=2K_2b^2+3K_3b^3+4K_4b^4\ge0$. There is exactly one positive root $x^*$, and it lies in $(0,b]$. The quartic may have other roots, negative or complex, but they are not pressures.

The second derivative, $F''(x)=\sum_n n^2(n-1)K_nx^{n-2}$, is also non-negative, so $F$ is convex. This decides how Newton's method behaves.

## What goes wrong with the naive scheme

Newton's step is $x\to x-F/F'$. The obvious start is $x=b$, the value for a gas without oligomers. A second natural choice is a small pressure carried over from a colder state.

Neither start makes the iteration diverge. Since $xF'=\sum_n n^2K_nx^n$, the new iterate is

$$x-\frac{F}{F'}=\frac{xF'-S+b}{F'}=\frac{b+\sum_n n(n-1)K_nx^n}{F'}>0 ,$$

so it stays positive. After the first step it also never rises again and never falls below the root, as shown below for Newton's method from the right, and it therefore converges. The fault is slowness. Suppose that $x$ lies far above the root and that the tetramer term dominates there. Then $S\approx4K_4x^4$, $b$ is negligible beside $S$, and $xF'\approx4S$. One step gives

$$\frac{x_{k+1}}{x_k}=1-\frac{F}{x_kF'}\approx1-\frac{S}{4S}=\frac34 .$$

The iterate shrinks by a quarter per step, however far it has to go.

A start far enough below the root leads to the same place. If $4K_2x$, $9K_3x^2$ and $16K_4x^3$ are all small compared with 1, then $F'\approx1$ and the sum in the numerator is negligible, so the first step lands near $b$. The tangent at small $x$ sees a gas of nearly free monomers and extrapolates as if no oligomers would ever form.

The model used below shows both effects at 340 K, where $cRT=565.38$ Pa and the root is $p_1=11.138$ Pa. From $p_1=cRT$ the first ratio is 0.7497. To cover the factor $565.38/11.138=50.8$ at the rate $3/4$ takes about $\ln50.8/\ln(4/3)\approx14$ steps, before the fast final phase. The actual total is 19. From one hundredth of the root, 0.111 Pa, the first step jumps to 527 Pa, and again 19 steps are needed.

## A bracket of fixed width

The cure is to know the root beforehand within a fixed factor. At the root the four non-negative terms $nK_nx^n$ add up to $b$, so none of them exceeds $b$. Each $n$ gives $x^*\le(b/(nK_n))^{1/n}$, and the sharpest of these bounds is

$$x^*\le x_U=\min_n\left(\frac{b}{nK_n}\right)^{1/n}=\frac{P_U}{p^\circ}.$$

A species with $K_n=0$ sets no bound and is left out of the minimum.

For the lower bound, measure $x$ in the unit $x_U$. With $y=x/x_U$ and $t_n=nK_nx_U^n/b$, division of the mass balance by $b$ gives

$$t_1y+t_2y^2+t_3y^3+t_4y^4=1 .$$

These $t_n$ are the invariants found above, because $nK_n/b=(p^\circ/P_n)^n$. Since each $t_n\le1$, the root satisfies $y+y^2+y^3+y^4\ge1$. The left side increases with $y$, so $y\ge1/\tau$, where $1/\tau$ makes it equal to 1. Multiplying $\tau^{-1}+\tau^{-2}+\tau^{-3}+\tau^{-4}=1$ by $\tau^4$ gives

$$\tau^4=\tau^3+\tau^2+\tau+1,\qquad \tau=1.927562 .$$

Therefore

$$\frac{x_U}{\tau}\le x^*\le x_U .$$

The lower end is reached when all four $t_n$ equal 1, so the factor $\tau$ cannot be improved. The upper end is approached when one species holds nearly all the units. The ends of the bracket depend on the constants, but their ratio does not.

The scaling also removes a numerical hazard. The constants $K_n$ may be too large or too small for machine numbers, but $\ln x_U$ follows from logarithms alone, and the $t_n$ never exceed 1. Newton's iterates are unaffected by the change of unit, since $F/F'$ scales like $x$.

## Newton from the right: at most eight steps

Expand $F$ about an iterate $x_k$ and evaluate at the root. For some $\xi$ between $x^*$ and $x_k$,

$$0=F(x_k)+F'(x_k)(x^*-x_k)+\tfrac12F''(\xi)(x^*-x_k)^2 .$$

Division by $F'(x_k)$ and use of $x_{k+1}=x_k-F(x_k)/F'(x_k)$ give

$$x_{k+1}-x^*=\frac{F''(\xi)}{2F'(x_k)}(x_k-x^*)^2\ge0 .$$

A full Newton step therefore never ends below the root. If $x_k\ge x^*$, then $F(x_k)\ge0$ and the step goes downward, so $x^*\le x_{k+1}\le x_k$.

To bound the speed for $x_k\ge x^*$, note that $F''$ has non-negative coefficients and does not decrease with $x$, so $F''(\xi)\le F''(x_k)$. Moreover

$$xF''(x)=\sum_n(n-1)\,n^2K_nx^{n-1}\le3F'(x),$$

because $n-1\le3$. Hence $x_{k+1}-x^*\le\frac32(x_k-x^*)^2/x_k$. With the relative error $\delta_k=x_k/x^*-1$, division by $x^*$ gives

$$\delta_{k+1}\le\frac32\,\frac{\delta_k^2}{1+\delta_k}.$$

The right side is smaller than $\delta_k$ for $\delta_k<2$. Far above the root the inequality promises nothing, in accord with the slow phase found earlier. From $x_U$, however, $\delta_0\le\tau-1=0.928$. The right side increases with $\delta_k$, so the worst case can be carried forward:

$$0.928,\;0.670,\;0.403,\;0.173,\;0.038,\;2.1\times10^{-3},\;6.8\times10^{-6},\;7.0\times10^{-11}.$$

These bound $\delta_0$ to $\delta_7$. The iteration stops when the step relative to the current iterate is at most $10^{-9}$. From the right a step is no longer than the distance to the root, so the eighth step, taken from $x_7$, meets this criterion at the latest. In exact arithmetic eight steps suffice for every set of constants and every content.

## Newton from the left: clipping

When a temperature is raised in small increments, the previous result is a convenient start, but it may lie below the new root. A Newton step from there lands at or above the root, possibly far above. Since $x_U$ is also at or above the root, replacing an overshooting iterate by $x_U$ keeps it on the safe side and brings it nearer. From then on the eight-step bound applies. The start itself is moved into the bracket if it lies outside. Any positive start thus needs at most nine steps.

Bisection after a rejected step would also work, but the midpoint could lie to the left of the root and cause another overshoot. Clipping cannot.

The complete scheme is:

1. Compute $\ln x_U=\min_n[\ln b-\ln(nK_n)]/n$ and $t_n=\exp[\ln(nK_n)+n\ln x_U-\ln b]$.
2. Set $y=1$, or take a given start and clip it to $[1/\tau,1]$.
3. Compute the step $s=y\,\dfrac{\sum_nt_ny^n-1}{\sum_nnt_ny^n}$.
4. Replace $y$ by $y-s$, clipped to $[1/\tau,1]$.
5. Stop if $|s|$ was at most $10^{-9}$ times the old $y$; otherwise return to item 3.
6. Set $p_1=p^\circ x_Uy$ and $p_n=p^\circ\exp[\ln K_n+n\ln(p_1/p^\circ)]$, so that $K_n$ itself is never formed.

**What a small step guarantees.** A short step proves a small error only if $F$ is not too steep. Here $xF'=\sum_nn^2K_nx^n\le4S$. For $x\ge x^*$ the relative step $\sigma$ obeys

$$\sigma=\frac{S-b}{xF'}\ge\frac14\left(1-\frac bS\right)\ge\frac14\left(1-\frac{x^*}{x}\right).$$

The last inequality holds because $S(x)/x$ does not decrease, so $S(x)/x\ge b/x^*$. The error before the step, relative to $x$, is thus at most $4\sigma$. After the step it is at most $\frac32(4\sigma)^2=24\sigma^2$, or $2.4\times10^{-17}$ for $\sigma=10^{-9}$, which is below double-precision rounding.

For $x<x^*$ the same argument gives $x^*/x-1\le4|\sigma|$. Now $\xi$ may exceed $x$, but $F''$ contains no power above $x^2$, so $F''(\xi)\le(x^*/x)^2F''(x)$. The bound $24\sigma^2$ is multiplied by at most $(1+4|\sigma|)^2$, which is practically 1. Clipping cannot increase the error, because the root lies in the bracket.

In tests on 1500 random systems, with constants spread over many orders of magnitude, the error inequality held at every step from $x_U$, and the roots agreed with an independent bracketing method. The largest number of steps seen was 6, both from $x_U$ and from random starts. Eight and nine are guarantees, not typical counts.

## A worked case at 400 K

The model has round parameters and represents no particular compound. The concentration is $c=0.20$ mol/m³ and $p^\circ=10^5$ Pa. For $n=2,3,4$ the reaction enthalpies are $-80$, $-160$ and $-245$ kJ/mol, and the entropies are $-155$, $-310$ and $-475$ J/(mol K).

At 400 K, $cRT=665.157$ Pa, so $RT=665.157/0.20=3325.8$ J/mol. For the dimer

$$\ln K_2=\frac{80000}{3325.8}-\frac{155}{8.3145}=24.054-18.642=5.412 .$$

Likewise $\ln K_3=10.825$ and $\ln K_4=16.537$. The single-species pressures $P_1$ to $P_4$ are 665.157, 385.204, 353.394 and 323.359 Pa. The tetramer sets the bound, and the root lies between 167.76 and 323.36 Pa.

The first step starts at $y=1$, with

$$t_1=\frac{323.359}{665.157}=0.4861,\quad t_2=\left(\frac{323.359}{385.204}\right)^2=0.7047,\quad t_3=\left(\frac{323.359}{353.394}\right)^3=0.7661,\quad t_4=1 .$$

Their sum is 2.9569, and $\sum_nnt_n=0.4861+1.4094+2.2983+4=8.1938$. The step is $1.9569/8.1938=0.2388$, so $y=0.7612$ and $p_1=246.13$ Pa. The next iterates are 214.741, 210.0356, 209.94026 and 209.94022 Pa. The sixth step changes nothing in the printed digits and confirms convergence.

The final phase can be checked against theory. Let $w_n=np_n/(cRT)$ be the fraction of monomer units held in $A_n$. Near the root $\delta_{k+1}\approx C\delta_k^2$, with

$$C=\frac{x^*F''(x^*)}{2F'(x^*)}=\frac{\sum_nn(n-1)w_n}{2\sum_nnw_n},$$

since $n^2K_nx^n$ is proportional to $nw_n$ at the root. The fractions 0.3156, 0.2970, 0.2097 and 0.1777 give $C=3.984/(2\times2.249)=0.886$. The third iterate has $\delta_3=4.54\times10^{-4}$, which predicts $\delta_4=1.83\times10^{-7}$. The iterates in the numerical output, which carry more digits than those quoted above, give the same value.

The oligomer pressures are $p_2=98.79$, $p_3=46.49$ and $p_4=29.55$ Pa. The balance closes: $209.94+2(98.79)+3(46.49)+4(29.55)=665.2$ Pa. Direct numerical minimization of the Helmholtz energy, which does not use the mass-action law, gives the same fractions to within $1.3\times10^{-8}$.

## Temperature and the two limits

| $T$ (K) | $p_1$ (Pa) | $p_2$ (Pa) | $p_3$ (Pa) | $p_4$ (Pa) | steps |
|---|---|---|---|---|---|
| 340 | 11.14 | 19.39 | 33.77 | 103.54 | 5 |
| 370 | 59.13 | 55.09 | 51.34 | 72.99 | 5 |
| 400 | 209.94 | 98.79 | 46.49 | 29.55 | 6 |
| 430 | 464.82 | 90.41 | 17.59 | 4.16 | 5 |
| 460 | 668.67 | 43.48 | 2.83 | 0.20 | 4 |

Association releases heat, so heating drives it back. At 340 K the tetramer holds $4(103.54)/565.38=73\%$ of the monomer units and the free monomer 2%. At 460 K the free monomer holds 87%. The monomer pressure rises sixtyfold over this range, while $cRT$ grows by a factor of only 1.35.

The step counts follow from two quantities, the starting error and $C$. At 340 K the upper bound, 12.04 Pa, is 8% above the root, and the fractions give $C\approx1.4$. At 460 K the bound is $cRT=764.93$ Pa, 14% too high, but $C\approx0.13$ because $F$ is nearly linear for a gas of mostly monomers. The hotter case needs fewer steps in spite of its poorer start.

At 340 K the safeguarded iteration started from 0.111 Pa needs 6 steps, against 19 without the safeguard.

The two limits in content are now clear. For $b\to0$ at fixed $K_n$, the higher powers vanish faster than the first, and $x^*\to b$: the gas is monomeric. For $b\to\infty$ with $K_4>0$, the fourth power dominates and $x^*\to(b/4K_4)^{1/4}$. Sixteen times the content then only doubles the monomer pressure.

## How uncertain constants affect the result

Differentiate $S=b$ with respect to $\ln x$, $\ln K_m$ and $\ln b$, and divide by $b$:

$$n_w\,d\ln x+\sum_{m=2}^4w_m\,d\ln K_m=d\ln b,\qquad n_w=\sum_nnw_n .$$

Here $n_w$ is the weight-average oligomer size. At fixed temperature, therefore,

$$\frac{\partial\ln p_1}{\partial\ln b}=\frac1{n_w},\qquad\frac{\partial\ln p_1}{\partial\ln K_m}=-\frac{w_m}{n_w}.$$

Finite differences of independently computed roots confirm both formulas at 400 K. There $n_w=2.249$, so 1% more precursor raises $p_1$ by 0.44%. The derivatives for $K_2$, $K_3$ and $K_4$ are $-0.132$, $-0.093$ and $-0.079$. If the tetramer enthalpy is 1 kJ/mol more negative, $\ln K_4$ rises by $1/3.326=0.30$, and to first order $p_1$ falls by $0.079\times0.30=2.4\%$. The full change is slightly larger, because the ratio $w_4/n_w$ grows with $K_4$: the tetramer fraction rises faster than the mean size. Uncertainties of this kind, not the iteration, limit the useful digits of a real prediction.

The opening symmetry supplies a check. A change of $p^\circ$ by $d\ln s$ shifts $\ln b$ by $-d\ln s$, $\ln K_m$ by $(m-1)\,d\ln s$, and must shift $\ln x$ by $-d\ln s$. This requires

$$\frac1{n_w}+\sum_{m=2}^4(m-1)\frac{w_m}{n_w}=1 .$$

The numbers obey it: $0.4446+0.1321+2(0.0932)+3(0.0790)=1.000$.

## A given total pressure, and where the scheme ends

If the total pressure $P$ is known instead of the content, the equation is $\sum_nK_nx^n=P/p^\circ$. The proofs used non-negative coefficients, a positive linear term and powers up to four. They did not use the factors $n$ in $nK_n$. With $nK_n$ replaced by $K_n$ and $b$ by $P/p^\circ$, the uniqueness proof, bracket and step bounds carry over. The total pressure 384.76 Pa at 400 K returns $p_1=209.94$ Pa in 6 steps. The response differs: differentiation gives $\sum_nnp_n\,d\ln p_1=P\,d\ln P$, so the slope is the inverse of the number-average size, $1/1.729=0.578$.

With oligomers up to size $N$, the root remains unique and Newton from the right remains monotone. The bracket ratio stays below 2, but the factor $3/2$ in the error inequality becomes $(N-1)/2$. The inequality then guarantees a decrease only for $\delta<2/(N-3)$. For $N=5$ this is 1, just above the largest starting error 0.966, and the same argument then guarantees fifteen steps instead of eight. For $N=6$ it is $2/3$, less than the possible starting error, so a step bound would need a new proof.

The physical assumptions set other limits. If the calculated $p_1$ exceeds the monomer pressure in equilibrium with the liquid or solid, the stable state contains a condensed phase, which then fixes $p_1$ in place of the gas-phase balance. If oligomers form or split slowly compared with the time the vapour has spent in the vessel at temperature $T$, the composition need not be an equilibrium one. A Lewis base that forms adducts with A brings a second unknown pressure and a second balance, and the one-variable proof does not cover that system.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Standard pressure: 100000 Pa
Concentration of monomer units: 0.20 mol/m^3
n=2: reaction enthalpy -80 kJ/mol, entropy -155 J/(mol K)
n=3: reaction enthalpy -160 kJ/mol, entropy -310 J/(mol K)
n=4: reaction enthalpy -245 kJ/mol, entropy -475 J/(mol K)
Bracket ratio tau: 1.927562
Step bound from x_U: 8; from any start: 9
Exact root counts made: 40; random systems solved: 1500
Most steps seen from x_U: 6; from random starts: 6
Largest x_U/x* seen: 1.927562
Largest difference in ln p1 from Brent: 3.6e-14
T (K) | cRT, p1, p2, p3, p4, total (all Pa) | Newton steps
340 | 565.38, 11.138, 19.392, 33.765, 103.541, 167.836 | 5
370 | 615.27, 59.125, 55.093, 51.335, 72.989, 238.542 | 5
400 | 665.16, 209.940, 98.788, 46.485, 29.546, 384.760 | 6
430 | 715.04, 464.815, 90.413, 17.587, 4.161, 576.975 | 5
460 | 764.93, 668.666, 43.483, 2.828, 0.204, 715.180 | 4
400 K: ln K2, ln K3, ln K4 = 5.4123, 10.8245, 16.5374
400 K: single-species bounds n=1..4 = 665.157, 385.204, 353.394, 323.359 Pa
400 K: bracket for p1 = 167.7556 to 323.3593 Pa
400 K: Newton iterate 0, p1 = 323.359298150 Pa
400 K: Newton iterate 1, p1 = 246.131822594 Pa
400 K: Newton iterate 2, p1 = 214.740963729 Pa
400 K: Newton iterate 3, p1 = 210.035585714 Pa
400 K: Newton iterate 4, p1 = 209.940258040 Pa
400 K: Newton iterate 5, p1 = 209.940219690 Pa
400 K: Newton iterate 6, p1 = 209.940219690 Pa
400 K: unit fractions in n=1..4 = 0.31563, 0.29704, 0.20966, 0.17768
400 K: number-average size = 1.72876, weight-average n_w = 2.24939
400 K: largest fraction difference from energy minimum = 1.3e-08
400 K: d ln p1 / d ln b = 0.44456
400 K: d ln p1 / d ln K2 = -0.13205
400 K: d ln p1 / d ln K3 = -0.09321
400 K: d ln p1 / d ln K4 = -0.07899
400 K: p1 from total pressure = 209.940220 Pa in 6 steps
340 K: plain Newton from p1 = cRT: 19 steps, first ratio 0.74970
340 K: low start p1 = 0.11138 Pa, plain first iterate = 527.156 Pa
340 K: upper bound for p1 = 12.0387 Pa
340 K: steps from low start, plain 19, safeguarded 6
```
